# Mean Radius of the 1s Electron in the Dirac Hydrogenic Atom: test program

```python
"""
Result under test: for one electron bound to a fixed point charge Z,
    <r>_Dirac / <r>_Schroedinger = (1 + 2*gamma)/3  for the 1s state,
with gamma = sqrt(1 - (Z*alpha)^2) and alpha the fine-structure constant.
Rydberg atomic units: hbar = 1, electron mass = 1/2, e^2 = 2, c = 2/alpha.
Lengths are in bohr and energies in Ry. G and F are r times the large and
small radial functions; w = F/G. Binding energy means m*c^2 - E.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

alpha = constants.fine_structure
c = 2.0 / alpha
rest_energy = c**2 / 2.0
bohr_pm = constants.value("Bohr radius") * 1e12
rydberg_ev = constants.value("Rydberg constant times hc in eV")


def gamma_factor(Z):
    return np.sqrt(1.0 - (Z * alpha)**2)


def mean_radius_formula(Z):
    return (2.0 * gamma_factor(Z) + 1.0) / (2.0 * Z)


def shoot_ground_state(Z):
    """Integrate the radial Dirac equations from both ends and match F/G.

    Both integrations start from w = 0. The regular solution dominates
    outward and the decaying solution dominates inward, so neither the
    power at the nucleus nor the decay constant is supplied.
    The integration variable is x = ln(Z*r).
    """
    def coefficients(x, binding):
        r = np.exp(x) / Z
        upper = (2.0 * Z - binding * r) / c
        lower = upper + c * r
        return upper, lower

    def derivatives(x, y, binding):
        upper, lower = coefficients(x, binding)
        w = y[0]
        return [-2.0 * w - upper - lower * w**2, 1.0 + lower * w]

    def integrate(start, binding, points=None):
        result = solve_ivp(derivatives, (start, 0.0), [0.0, 0.0],
                           method="DOP853", args=(binding,), t_eval=points,
                           rtol=1e-10, atol=1e-12)
        assert result.success
        return result.y

    x_inner, x_outer = np.log(1e-10), np.log(40.0)

    def mismatch(binding):
        return (integrate(x_inner, binding)[0, -1]
                - integrate(x_outer, binding)[0, -1])

    binding = brentq(mismatch, 0.95 * Z**2, 1.5 * Z**2,
                     xtol=1e-11 * Z**2, rtol=1e-12)
    x_left = np.linspace(x_inner, 0.0, 2401)
    x_right = np.linspace(x_outer, 0.0, 1201)
    left = integrate(x_inner, binding, x_left)
    right = integrate(x_outer, binding, x_right)
    pieces = [(x_left, left[0], left[1] - left[1, -1]),
              (x_right[::-1], right[0, ::-1],
               right[1, ::-1] - right[1, -1])]

    norm = first_moment = small_norm = 0.0
    for x, w, log_G in pieces:
        r = np.exp(x) / Z
        G2 = np.exp(2.0 * log_G)
        norm += simpson(G2 * (1.0 + w**2) * r, x=x)
        first_moment += simpson(G2 * (1.0 + w**2) * r**2, x=x)
        small_norm += simpson(G2 * w**2 * r, x=x)

    # Join the halves, keeping the shared matching point only once.
    x_all = np.concatenate([pieces[0][0], pieces[1][0][1:]])
    w_all = np.concatenate([pieces[0][1], pieces[1][1][1:]])
    w_slope, log_slope = derivatives(x_all, [w_all, None], binding)
    scaled_r = np.exp(x_all)
    window = (scaled_r > 1e-3) & (scaled_r < 10.0)
    slope, power = np.polyfit(scaled_r[window], log_slope[window], 1)
    deviation = np.max(np.abs(log_slope[window]
                              - power - slope * scaled_r[window]))

    # The density G^2 + F^2 peaks where its logarithmic derivative vanishes.
    density_slope = (2.0 * log_slope
                     + 2.0 * w_all * w_slope / (1.0 + w_all**2))
    near_peak = (scaled_r > 0.1) & (scaled_r < 3.0)
    falling = density_slope[near_peak]
    assert falling[0] > 0.0 > falling[-1]
    assert np.all(np.diff(falling) < 0.0)
    peak = np.interp(0.0, -falling, scaled_r[near_peak]) / Z
    return {"binding": binding, "mean": first_moment / norm,
            "small": small_norm / norm, "power": power,
            "decay": -slope * Z, "deviation": deviation, "peak": peak}


def diagonalize(Z):
    """Return Dirac and Schroedinger ground energies and mean radii.

    Large functions are r*exp(-a*r^2); small functions are r^2*exp(-a*r^2),
    generated by the kinetic operator d/dr - 1/r.
    """
    exponents = 0.03 * Z**2 * 2.2**np.arange(28)
    pair_sum = exponents[:, None] + exponents[None, :]
    count = len(exponents)

    def moment(power):
        half = (power + 1.0) / 2.0
        return gamma_function(half) / (2.0 * pair_sum**half)

    zero = np.zeros((count, count))
    kinetic_link = -2.0 * c * exponents[None, :] * moment(4)
    hamiltonian = np.block([
        [-2.0 * Z * moment(1), kinetic_link.T],
        [kinetic_link, -2.0 * Z * moment(3) - c**2 * moment(4)]])
    overlap = np.block([[moment(2), zero], [zero, moment(4)]])
    radius = np.block([[moment(3), zero], [zero, moment(5)]])

    def solve(H, S, R, index):
        scale = 1.0 / np.sqrt(np.diag(S))
        scaling = np.outer(scale, scale)
        energies, vectors = eigh(H * scaling, S * scaling)
        vector = vectors[:, index]
        return energies, vector @ (R * scaling) @ vector

    dirac_energies, dirac_mean = solve(hamiltonian, overlap, radius, count)
    assert dirac_energies[count - 1] < -1.5 * rest_energy
    assert dirac_energies[count] > -rest_energy
    kinetic = 4.0 * np.outer(exponents, exponents) * moment(4)
    schroedinger_energies, schroedinger_mean = solve(
        kinetic - 2.0 * Z * moment(1), moment(2), moment(3), 0)
    return (dirac_energies[count], dirac_mean,
            schroedinger_energies[0], schroedinger_mean)


def cartesian_residual(Z):
    """Relative residual of the full four-component Dirac equation."""
    g = gamma_factor(Z)
    ratio = -Z * alpha / (1.0 + g)
    sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                      [[1, 0], [0, -1]]], dtype=complex)
    chi = np.array([1.0, 0.0], dtype=complex)

    def spinor(position):
        r = np.linalg.norm(position)
        radial = (Z * r)**(g - 1.0) * np.exp(-Z * r)
        sigma_r = np.tensordot(position / r, sigma, axes=1)
        return radial * np.concatenate([chi, -1j * ratio * sigma_r @ chi])

    position = np.array([0.5, -0.7, 0.6]) / Z
    step = 1e-3 / Z
    psi = spinor(position)
    potential = -2.0 * Z / np.linalg.norm(position)
    beta = np.diag([1.0, 1.0, -1.0, -1.0])
    result = (rest_energy * beta + potential * np.eye(4)) @ psi
    for axis in range(3):
        h = np.zeros(3)
        h[axis] = step
        derivative = (spinor(position - 2*h) - 8*spinor(position - h)
                      + 8*spinor(position + h)
                      - spinor(position + 2*h)) / (12.0 * step)
        alpha_matrix = np.kron(np.array([[0, 1], [1, 0]]), sigma[axis])
        result += -1j * c * alpha_matrix @ derivative
    return (np.linalg.norm(result - g * rest_energy * psi)
            / (rest_energy * np.linalg.norm(psi)))


Z = 71
g = gamma_factor(Z)
binding_formula = rest_energy * (1.0 - g)
shot = shoot_ground_state(Z)
residual = cartesian_residual(Z)

assert residual < 1e-8
assert abs(shot["binding"] / binding_formula - 1.0) < 1e-7
assert abs(shot["mean"] / mean_radius_formula(Z) - 1.0) < 1e-6
assert abs(shot["power"] - g) < 1e-6
assert abs(shot["decay"] / Z - 1.0) < 1e-6
assert shot["deviation"] < 1e-5
assert abs(shot["small"] - (1.0 - g) / 2.0) < 1e-6
assert abs(shot["peak"] * Z / g - 1.0) < 1e-5

# Finite Gaussian bases resolve the point-nucleus behavior only approximately.
basis_results = {}
for symbol, charge in (("Cd", 48), ("Sn", 50), ("Lu", 71)):
    dirac_e, dirac_r, schroedinger_e, schroedinger_r = diagonalize(charge)
    factor = gamma_factor(charge)
    assert abs(dirac_e / (-rest_energy * (1.0 - factor)) - 1.0) < 1e-4
    assert abs(schroedinger_e / (-charge**2) - 1.0) < 1e-4
    assert abs(schroedinger_r * charge / 1.5 - 1.0) < 1e-4
    computed_ratio = dirac_r / schroedinger_r
    assert abs(computed_ratio - (1.0 + 2.0 * factor) / 3.0) < 1e-4
    basis_results[symbol] = (charge, factor, computed_ratio)

light_Z = 10
light = shoot_ground_state(light_Z)
light_coefficient = ((1.0 - light["mean"] * light_Z / 1.5)
                     / (light_Z * alpha)**2)
assert abs(light_coefficient - 1.0 / 3.0) < 1e-3

mean_dirac = mean_radius_formula(Z)
mean_schroedinger = 3.0 / (2.0 * Z)
ratio = mean_dirac / mean_schroedinger
print("Hydrogenlike Lu, point nucleus")
print(f"Nuclear charge Z = {Z}")
print(f"Fine-structure constant alpha = {alpha:.10f}")
print(f"Speed of light c = {c:.6f} Rydberg atomic units")
print(f"Electron rest energy = {rest_energy:.4f} Ry")
print(f"Z*alpha = {Z * alpha:.8f}")
print(f"gamma = {g:.8f}")
print(f"Small/large amplitude ratio q = {-Z * alpha / (1 + g):.8f}")
print(f"Dirac binding energy, formula = {binding_formula:.5f} Ry")
print(f"Dirac binding energy, shooting = {shot['binding']:.5f} Ry")
print(f"Dirac binding energy = {binding_formula * rydberg_ev / 1e3:.5f} keV")
print(f"Schroedinger binding energy = {Z**2:.5f} Ry")
print(f"Dirac mean radius, formula = {mean_dirac:.9f} bohr")
print(f"Dirac mean radius, shooting = {shot['mean']:.9f} bohr")
print(f"Dirac mean radius = {mean_dirac * bohr_pm:.6f} pm")
print(f"Schroedinger mean radius = {mean_schroedinger:.9f} bohr")
print(f"Schroedinger mean radius = {mean_schroedinger * bohr_pm:.6f} pm")
print(f"Mean-radius ratio = {ratio:.8f}")
print(f"Mean-radius contraction = {100 * (1 - ratio):.5f} percent")
print(f"Second-order ratio estimate = {1 - (Z * alpha)**2 / 3:.8f}")
print(f"Power of r in G, shooting = {shot['power']:.8f}")
print(f"Decay constant, shooting = {shot['decay']:.6f} 1/bohr")
print(f"Density peak, formula = {g / Z:.8f} bohr")
print(f"Density peak, shooting = {shot['peak']:.7f} bohr")
print(f"Schroedinger density peak = {1 / Z:.8f} bohr")
print(f"Density-peak contraction = {100 * (1 - g):.5f} percent")
print(f"Small-component weight, formula = {(1 - g) / 2:.8f}")
print(f"Small-component weight, shooting = {shot['small']:.8f}")
print(f"Four-component equation relative residual = {residual:.2e}")
print("Hydrogenlike ions: Z, gamma, ratio formula, ratio diagonalized")
for symbol, (charge, factor, computed_ratio) in basis_results.items():
    print(f"{symbol}: {charge}, {factor:.6f}, "
          f"{(1 + 2 * factor) / 3:.6f}, {computed_ratio:.6f}")
print(f"Contraction/(Z*alpha)^2 at Z={light_Z} = {light_coefficient:.6f}")
print("PASS")
```

It prints:

```
Hydrogenlike Lu, point nucleus
Nuclear charge Z = 71
Fine-structure constant alpha = 0.0072973526
Speed of light c = 274.071998 Rydberg atomic units
Electron rest energy = 37557.7301 Ry
Z*alpha = 0.51811203
gamma = 0.85531276
Small/large amplitude ratio q = -0.27925859
Dirac binding energy, formula = 5434.12421 Ry
Dirac binding energy, shooting = 5434.12421 Ry
Dirac binding energy = 73.93503 keV
Schroedinger binding energy = 5041.00000 Ry
Dirac mean radius, formula = 0.019088912 bohr
Dirac mean radius, shooting = 0.019088912 bohr
Dirac mean radius = 1.010142 pm
Schroedinger mean radius = 0.021126761 bohr
Schroedinger mean radius = 1.117980 pm
Mean-radius ratio = 0.90354184
Mean-radius contraction = 9.64582 percent
Second-order ratio estimate = 0.91051997
Power of r in G, shooting = 0.85531277
Decay constant, shooting = 71.000000 1/bohr
Density peak, formula = 0.01204666 bohr
Density peak, shooting = 0.0120467 bohr
Schroedinger density peak = 0.01408451 bohr
Density-peak contraction = 14.46872 percent
Small-component weight, formula = 0.07234362
Small-component weight, shooting = 0.07234362
Four-component equation relative residual = 1.21e-12
Hydrogenlike ions: Z, gamma, ratio formula, ratio diagonalized
Cd: 48, 0.936648, 0.957765, 0.957765
Sn: 50, 0.931059, 0.954040, 0.954039
Lu: 71, 0.855313, 0.903542, 0.903541
Contraction/(Z*alpha)^2 at Z=10 = 0.333778
PASS
```
